# Changing the standard state of a bimolecular activation free energy

## The problem

Two ideal gases A and B react at $T=298$ K in one bimolecular step,

$$\mathrm{A}+\mathrm{B}\rightarrow[\mathrm{AB}]^\ddagger\rightarrow\text{products}.$$

The activation free energy is $\Delta G_p=14.221$ kcal/mol when A, B and the activated complex are each taken at the standard pressure $p_0=1$ bar. The number belongs to a simple collision model, from which it is computed further below.

(a) What is the activation free energy $\Delta G_c$ when each species is instead taken at the standard concentration $c_0=1$ mol/L?

(b) What rate constant $k$, defined by $-d[\mathrm A]/dt=k[\mathrm A][\mathrm B]$, follows from each of the two values?

## A tempting solution

Transition-state theory gives the rate constant as

$$k=\frac{k_BT}{h}\,e^{-\Delta G/RT},$$

where $k_B$ is Boltzmann's constant, $h$ Planck's constant and $R$ the gas constant. At 298 K, $k_BT/h=6.2093\times10^{12}$ s$^{-1}$ and $RT=0.59219$ kcal/mol. The reaction is bimolecular, so the answer must be in L/(mol s):

$$k=6.2093\times10^{12}\times e^{-14.221/0.59219}=231\ \text{L/(mol s)}.$$

Now the standard state is changed. An ideal gas at 1 mol/L has a pressure of 24.777 bar. Compressing a gas from 1 bar to that pressure raises its molar free energy by $RT\ln 24.777=1.901$ kcal/mol. The activation free energy therefore rises to $14.221+1.901=16.122$ kcal/mol, and

$$k=6.2093\times10^{12}\times e^{-16.122/0.59219}\approx9.33\ \text{L/(mol s)},$$

the last digit being that of the unrounded inputs.

The conclusion would be that the rate constant depends on the standard state.

## Where it fails

The conclusion cannot be right. A standard state is a reference chosen by whoever tabulates free energies. The gas in the vessel is the same whichever reference is used, and so is the rate at which A disappears. With the concentrations and the rate fixed, $k$ is fixed too.

There are two separate faults.

The first is in the sign of the shift. The increase of 1.901 kcal/mol is correct for one mole of one species. An activation free energy is a difference, $G_\ddagger-G_A-G_B$, and all three terms shift. One increase enters with a plus sign and two enter with a minus sign.

The second is in the units. The expression $(k_BT/h)e^{-\Delta G/RT}$ is a frequency multiplied by a pure number, so its unit is s$^{-1}$. The unit L/(mol s) was attached because the answer needed it. A factor with the dimension of inverse concentration is missing, and its value depends on the standard state. Writing "L/mol" beside the number amounts to choosing that factor as $1/c_0$, which does not belong with a free energy referred to 1 bar.

Both faults are cured by following the standard state through the derivation.

## The shift for one species

For one mole of a substance, $dG=-S\,dT+V\,dp$. At constant temperature the first term vanishes, and for an ideal gas $V=RT/p$. A gas at concentration $c_0$ has pressure $c_0RT$. Integrating from $p_0$ to this pressure gives

$$G(c_0)-G(p_0)=\int_{p_0}^{c_0RT}\frac{RT}{p}\,dp=RT\ln\frac{c_0RT}{p_0}.$$

Let $\rho=c_0RT/p_0$ denote the ratio in the logarithm. It is dimensionless, being one pressure divided by another. It can also be read as the ratio of the molar volumes in the two standard states: $RT/p_0=24.777$ L/mol at 1 bar, and $1/c_0=1$ L/mol at 1 mol/L. Hence

$$\rho=24.777,\qquad \ln\rho=3.2099,$$

$$RT\ln\rho=0.59219\times3.2099=1.901\ \text{kcal/mol}.$$

The activated complex needs a separate word, because it is not a substance that can be put in a cylinder and compressed. Its free energy is defined through a partition function, and the same shift must be shown to follow from that definition. For $N$ identical, independent molecules in a volume $V$, each with partition function $q$ measured from its lowest energy $E/N_A$ ($E$ per mole, $N_A$ Avogadro's constant), the total partition function is $q^Ne^{-NE/RT}/N!$ after the energy is restored, with $N=N_A$ for one mole. Stirling's approximation $\ln N!\approx N\ln N-N$ gives the Helmholtz energy of one mole,

$$F=E-RT\left(\ln\frac{q}{N_A}+1\right).$$

Adding $pV=RT$ cancels the $+1$. With $V=V_m$, the molar volume,

$$G=E-RT\ln\left[\frac{q}{V}\,\frac{V_m}{N_A}\right].\tag{1}$$

Since $q$ is proportional to the volume through the translational motion, $q/V$ does not depend on the standard state. The standard state enters through $V_m$. Going from $V_m=RT/p_0$ to $V_m=1/c_0$ divides the bracket by $\rho$ and raises $G$ by $RT\ln\rho$, for the complex as for A and B.

## The shift of the activation free energy

Each of the three free energies rises by the same amount, so

$$\Delta G_c=(G_\ddagger+RT\ln\rho)-(G_A+RT\ln\rho)-(G_B+RT\ln\rho),$$

where the $G$ on the right are the values at 1 bar. Of the three logarithmic terms, the one with the plus sign cancels one of the two with a minus sign, and the other remains:

$$\boxed{\Delta G_c=\Delta G_p-RT\ln\frac{c_0RT}{p_0}}\tag{2}$$

This answers part (a):

$$\Delta G_c=14.221-1.901=12.320\ \text{kcal/mol}.$$

The shift has a size of 1.9 kcal/mol and is downward. The denser standard state gives each molecule less room, which costs free energy. The reactants pay this cost twice and the complex pays it once, so the reactants are raised more than the complex and the difference shrinks.

The same count covers other molecularities. If $m$ reactant molecules form one complex, the change is $(1-m)RT\ln\rho$. It is zero for a unimolecular step, where reactant and complex are raised equally, and $-2RT\ln\rho$ for a termolecular one. The sign also rests on $\rho>1$, that is, on 1 mol/L being denser than the gas at 1 bar, as it is at 298 K.

## From the free energy to the rate

Three assumptions are made. The reactants are in thermal equilibrium among themselves; every system that crosses the top of the barrier in the forward direction has come directly from the reactants and goes on to products; and motion along the reaction coordinate is classical, without tunnelling.

Consider a short interval of length $\delta$ at the top of the barrier, and let the motion along the reaction coordinate have mass $\mu$. Let $c_\ddagger$ be the equilibrium concentration computed for a complex whose partition function leaves this one motion out. Including it multiplies the concentration by the classical partition function of a particle in the interval,

$$\frac{1}{h}\int_0^{\delta}dx\int_{-\infty}^{\infty}e^{-P^2/2\mu k_BT}\,dP=\frac{\delta\sqrt{2\pi\mu k_BT}}{h}.$$

The forward crossings are counted by the thermal average of the velocity $v$ restricted to $v>0$,

$$\sqrt{\frac{\mu}{2\pi k_BT}}\int_0^\infty v\,e^{-\mu v^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi\mu}}.$$

Dividing this velocity by $\delta$ gives the number of forward crossings per unit time for each system in the interval. The rate is the product

$$\text{rate}=c_\ddagger\;\frac{\delta\sqrt{2\pi\mu k_BT}}{h}\;\frac1\delta\sqrt{\frac{k_BT}{2\pi\mu}}=\frac{k_BT}{h}\,c_\ddagger .\tag{3}$$

Both $\delta$ and $\mu$ have dropped out. No standard state has appeared. The quantity $c_\ddagger$ is a formal concentration, since one motion is left out of it, and it is fixed by the actual concentrations $c_A$ and $c_B$. It may be computed from equilibrium with the reactants even while the reaction runs: the forward-moving systems all come from the thermal reactants, so their number does not depend on whether products are present to supply backward crossings, and it equals the number at full equilibrium with the same $c_A$ and $c_B$. It remains to express it through $\Delta G$.

**With the 1 bar value.** The integral of $V\,dp$ gives the chemical potential of each species at its partial pressure $p_i$ as $\mu_i=G_i(p_0)+RT\ln(p_i/p_0)$. Equilibrium between complex and reactants requires $\mu_\ddagger=\mu_A+\mu_B$. Collecting the standard terms on one side,

$$\Delta G_p=-RT\ln\frac{p_\ddagger/p_0}{(p_A/p_0)(p_B/p_0)},$$

$$\frac{p_\ddagger\,p_0}{p_A\,p_B}=e^{-\Delta G_p/RT}.$$

Inserting $p_i=c_iRT$ leaves one factor $RT$ in the denominator:

$$c_\ddagger=c_Ac_B\,\frac{RT}{p_0}\,e^{-\Delta G_p/RT}.$$

Equation (3) then gives, after division by $c_Ac_B$,

$$k=\frac{k_BT}{h}\,\frac{RT}{p_0}\,e^{-\Delta G_p/RT}.\tag{4}$$

**With the 1 mol/L value.** Now $\mu_i=G_i(c_0)+RT\ln(c_i/c_0)$, and the same equilibrium condition reads $c_\ddagger c_0/(c_Ac_B)=e^{-\Delta G_c/RT}$. Therefore

$$k=\frac{k_BT}{h}\,\frac{1}{c_0}\,e^{-\Delta G_c/RT}.\tag{5}$$

In each case the missing factor is the molar volume of the standard state, and it supplies the unit L/mol.

**The two are equal.** Equation (2) gives

$$e^{-\Delta G_c/RT}=e^{-\Delta G_p/RT}\,e^{+\ln\rho}=\frac{c_0RT}{p_0}\,e^{-\Delta G_p/RT}.$$

Multiplying by $1/c_0$ cancels $c_0$ and turns (5) into (4). The exponential grows by the factor $\rho$ and the prefactor falls by the same factor.

## The numbers

From 1 bar, the prefactor is $6.2093\times10^{12}\times24.777=1.5385\times10^{14}$ L/(mol s), and the exponential is $e^{-14.221/0.59219}=3.72\times10^{-11}$. From 1 mol/L, the prefactor is $6.2093\times10^{12}$ L/(mol s), and the exponential is $e^{-12.320/0.59219}=9.22\times10^{-10}$. With unrounded factors, both products are

$$k=5.73\times10^{3}\ \text{L/(mol s)},$$

which answers part (b).

The first wrong value, 231, is too small by the factor $\rho=24.8$. The second, 9.33, is too small by $\rho^2=614$: one factor comes from using the 1 bar value with the prefactor $1/c_0$, the other from shifting it upward.

The number 231 does have a correct meaning. If the rate law is written in pressures, then $p_A=c_ART$ at fixed temperature gives

$$-\frac{dp_A}{dt}=RT\,k\,c_Ac_B=\frac{k}{RT}\,p_Ap_B .$$

By (4), the constant in this law is $k/RT=(k_BT/h)(1/p_0)e^{-\Delta G_p/RT}$, which is 231 bar$^{-1}$ s$^{-1}$. The tempting solution had found the rate constant for pressures and labelled it with the unit for concentrations.

A definite mixture shows the same bookkeeping at work. Take $c_A=0.02$ mol/L and $c_B=0.05$ mol/L. The 1 mol/L route gives

$$c_\ddagger=0.02\times0.05\times9.22\times10^{-10}=9.22\times10^{-13}\ \text{mol/L}.$$

On the 1 bar route, the partial pressures are $0.02\times24.777=0.496$ bar and $0.05\times24.777=1.239$ bar. Their product, $0.6139$ bar$^2$ from the unrounded pressures, divided by $p_0=1$ bar and multiplied by $3.72\times10^{-11}$, is a complex pressure of $2.28\times10^{-11}$ bar, and division by 24.777 bar L/mol returns the same concentration to within rounding. By (3), the rate is 5.73 mol/(L s) either way.

## A rate constant that needs no standard state

The value 14.221 kcal/mol comes from a model whose rate constant can also be found by counting collisions. A and B are structureless particles of mass $m_A=20$ u and $m_B=30$ u. They exert no force on each other until their separation falls to $d=0.3$ nm, where a narrow barrier of height $E_0=10$ kcal/mol stands; a pair that passes it is counted as reacted. This rule is imposed: two structureless particles left to themselves would come back out over the barrier. The motion is treated classically throughout, which a real barrier of this height permits only if it is not too thin. For a one-dimensional barrier of shape $E_0/\cosh^2(x/a)$ and this pair of masses at 298 K, tunnelling raises the crossing rate by about a quarter at a full width at half height of 53 pm, and about tenfold at 18 pm.

**Free energies.** The classical translational partition function per volume is

$$\frac{1}{h^3}\int e^{-P^2/2mk_BT}\,d^3P=\frac{1}{\Lambda^3},\qquad \Lambda=\frac{h}{\sqrt{2\pi mk_BT}}.$$

The wavelengths are $\Lambda=22.614$ pm for A, 18.464 pm for B and 14.302 pm for the complex, whose mass is 50 u. The complex also rotates, as a rigid rotor with moment of inertia $I=\mu d^2$ and reduced mass $\mu=m_Am_B/(m_A+m_B)=12$ u. Its levels $\hbar^2J(J+1)/2I$ have degeneracy $2J+1$. They lie close together compared with $k_BT$, so the sum over $J$ may be replaced by an integral. With $u=J(J+1)$ and $du=(2J+1)\,dJ$,

$$q_{\rm rot}=\int_0^\infty e^{-\hbar^2u/2Ik_BT}\,du=\frac{2Ik_BT}{\hbar^2}=1326.9 .$$

The explicit sum over levels is 1327.3, so the replacement is harmless here. The stretching of the pair is the reaction coordinate and is left out.

Equation (1), with $E=0$ for A and B and $E=E_0$ for the complex, gives these molar free energies in kcal/mol:

| Species | 1 bar | 1 mol/L |
|---|---|---|
| A | −8.933 | −7.032 |
| B | −9.293 | −7.392 |
| complex | −4.005 | −2.104 |

The differences are $-4.005+8.933+9.293=14.221$ and $-2.104+7.032+7.392=12.320$ kcal/mol. Every entry rises by 1.901 from left to right, while the activation free energy falls by that amount.

**Counting collisions.** Let a pair approach with relative energy $\varepsilon$, relative speed $v$ and impact parameter $b$. Its angular momentum is $\mu vb$, so at separation $d$ the energy tied up in rotation is $(\mu vb)^2/2\mu d^2=\varepsilon b^2/d^2$. The rest is available for the barrier, whose height per pair is $\varepsilon_0=E_0/N_A$. The pair reacts if $\varepsilon(1-b^2/d^2)\ge\varepsilon_0$, that is, if $b^2\le d^2(1-\varepsilon_0/\varepsilon)$. The cross section is the area of this disc,

$$\sigma(\varepsilon)=\pi d^2\left(1-\frac{\varepsilon_0}{\varepsilon}\right),\qquad \varepsilon\ge\varepsilon_0 .$$

The rate constant per mole is $N_A$ times the thermal average of $v\sigma$. With $x=\varepsilon/k_BT$ and $x_0=E_0/RT$, the speed is $v=\sqrt{2k_BTx/\mu}$ and the Maxwell distribution of $x$ is $2\sqrt{x/\pi}\,e^{-x}$. The two square roots of $x$ multiply to $x$, which combines with $1-x_0/x$ to give $x-x_0$:

$$k=N_A\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}}\int_{x_0}^\infty(x-x_0)e^{-x}\,dx .$$

Substituting $y=x-x_0$ turns the integral into $e^{-x_0}\int_0^\infty ye^{-y}dy=e^{-x_0}$. Hence

$$k=N_A\,\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}}\;e^{-E_0/RT}.\tag{6}$$

Numerical quadrature of the average gives $5.73\times10^3$ L/(mol s), the value found from both free energies.

**Why they agree.** Put (1) into (5) with $V_m=1/c_0$. The complex contributes one factor $1/(N_Ac_0)$ and the reactants contribute two in the denominator, so

$$e^{-\Delta G_c/RT}=N_Ac_0\,\frac{q_{\rm rot}\Lambda_A^3\Lambda_B^3}{\Lambda_\ddagger^3}\,e^{-E_0/RT}.$$

The prefactor $1/c_0$ removes the standard concentration altogether. Since $(m_A+m_B)/(m_Am_B)=1/\mu$, the wavelengths combine to $\Lambda_A\Lambda_B/\Lambda_\ddagger=h/\sqrt{2\pi\mu k_BT}$. With $q_{\rm rot}=8\pi^2\mu d^2k_BT/h^2$,

$$k=N_A\frac{k_BT}{h}\,\frac{8\pi^2\mu d^2k_BT}{h^2}\,\frac{h^3}{(2\pi\mu k_BT)^{3/2}}\,e^{-E_0/RT}.$$

All powers of $h$ cancel, and the remaining factors are $d^2\sqrt{8\pi k_BT/\mu}=\pi d^2\sqrt{8k_BT/\pi\mu}$, which is (6).

## What the numbers mean, and their limits

In this model the barrier is 10 kcal/mol, yet the activation free energy is 14.2 or 12.3 kcal/mol. The excess over $E_0$ is the net of two terms. Bringing two free particles together costs 8.479 kcal/mol of translational free energy at 1 bar and 6.578 kcal/mol at 1 mol/L, and the rotation of the complex returns $RT\ln q_{\rm rot}=4.258$ kcal/mol in both cases. Only the first term depends on how much room the particles are assumed to have had. The size of a bimolecular $\Delta G$ therefore has no meaning until its standard state is named. This matters when it is set beside a unimolecular one, which does not shift.

Changing the standard state must also be kept apart from compressing the gas. Real compression at fixed temperature raises $c_A$ and $c_B$, and the rate grows as their product while $k$ stays the same, as long as the three assumptions behind (3) hold. They fail, for example, when A and B combine into one molecule that must lose energy to a third molecule before it falls apart again; $k$ then depends on pressure even in an ideal gas. A change of standard state alters neither the concentrations nor the rate.

Equation (2) rests on the ideal-gas law. The 1 mol/L state is that of a gas which still obeys this law at 24.8 bar, whether or not the real gas does. If the mixture itself is not ideal, the chemical potentials acquire further terms and $k$ can depend on the density. For a reaction in solution, (2) supplies the change of reference from 1 bar to 1 mol/L in the gas; the free energies of transferring A, B and the complex from the gas at 1 mol/L to the solution at 1 mol/L must then be added, and these can change the rate constant. Transfer free energies that start from the gas at 1 bar already contain the shift; they are added to $\Delta G_p$ directly, without (2).
